# Double octahedral group: character table and reduction of j=1/2 to 9/2: a numerical check

```python
"""
Double octahedral group O' (48 elements of SU(2)) and its action on spin j.

Results under test:
  j=1/2: G6      j=3/2: G8      j=5/2: G7+G8
  j=7/2: G6+G7+G8               j=9/2: G6+2 G8
  d electron, H = Delta*(P_e - 2/5) + zeta*L.S :
    E(G7) = zeta - 2 Delta/5
    E(G8) = [Delta/5 - zeta/2 +- sqrt((Delta+zeta/2)^2 + 6 zeta^2)]/2
Symbols: G1..G8 irreducible representations; Delta cubic splitting of the
d orbitals (e above t2); zeta spin-orbit constant; P_e projector on e.
A suffix 'bar' on a class means: multiplied by the turn through 2 pi.
"""
import numpy as np
from scipy.linalg import expm


def spin_matrices(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / 2j
    return np.array([jx, jy, np.diag(m)], dtype=complex)


PAULI = 2 * spin_matrices(0.5)


def axis_angle(u):
    """Axis n and angle in [0, 2 pi] with u = exp(-i angle n.sigma/2)."""
    cosine = np.trace(u).real / 2
    vector = np.array([(0.5j * np.trace(s @ u)).real for s in PAULI])
    sine = np.linalg.norm(vector)
    axis = vector / sine if sine > 1e-9 else np.array([0.0, 0.0, 1.0])
    return axis, 2 * np.arctan2(sine, cosine)


def key(u):
    return tuple(np.round(u, 5).ravel() + 0.0)


# ---- generate the group from quarter turns about z and x
generators = [expm(-1j * np.pi / 4 * PAULI[k]) for k in (2, 0)]
elements = [np.eye(2, dtype=complex)]
index = {key(elements[0]): 0}
for u in elements:
    for g in generators:
        product = u @ g
        if key(product) not in index:
            index[key(product)] = len(elements)
            elements.append(product)
order = len(elements)
assert order == 48
mult = np.array([[index[key(a @ b)] for b in elements] for a in elements])
inverse = np.argmax(mult == 0, axis=1)

# ---- conjugacy classes by brute force, then compared with geometric names
CLASS_NAMES = ["E", "Ebar", "C3", "C3bar", "C2", "C4", "C4bar", "C2'"]
TRACE_NAMES = {2.0: "E", -2.0: "Ebar", 1.0: "C3", -1.0: "C3bar",
               1.414: "C4", -1.414: "C4bar"}


def geometric_name(u):
    trace = float(np.trace(u).real)
    if abs(trace) > 1e-6:
        return TRACE_NAMES[round(trace, 3)]
    return "C2" if np.max(np.abs(axis_angle(u)[0])) > 0.99 else "C2'"


orbits = {frozenset(int(mult[mult[x, g], inverse[x]]) for x in range(order))
          for g in range(order)}
assert len(orbits) == 8
by_name = {}
for orbit in orbits:
    names = {geometric_name(elements[g]) for g in orbit}
    assert len(names) == 1
    by_name[names.pop()] = sorted(orbit)
assert set(by_name) == set(CLASS_NAMES)
classes = [by_name[name] for name in CLASS_NAMES]
sizes = np.array([len(c) for c in classes])
class_of = np.empty(order, dtype=int)
for i, members in enumerate(classes):
    class_of[members] = i
minus_one = index[key(-np.eye(2))]
self_barred = [CLASS_NAMES[i] for i, c in enumerate(classes)
               if class_of[mult[minus_one, c[0]]] == i]
assert self_barred == ["C2", "C2'"]

# ---- the derived character table
r2 = np.sqrt(2)
G1 = np.ones(8)
G2 = np.array([1, 1, 1, 1, 1, -1, -1, -1.0])
G3 = np.array([2, 2, -1, -1, 2, 0, 0, 0.0])
G4 = np.array([3, 3, 0, 0, -1, 1, 1, -1.0])
G6 = np.array([2, -2, 1, -1, 0, r2, -r2, 0])
table = np.array([G1, G2, G3, G4, G2 * G4, G6, G2 * G6, G3 * G6])
IRREPS = ["G1", "G2", "G3", "G4", "G5", "G6", "G7", "G8"]
dims = np.rint(table[:, 0]).astype(int)

# ---- the same table from the class multiplication constants alone
constants = np.zeros((8, 8, 8))
for k, members in enumerate(classes):
    target = members[0]
    for x in range(order):
        y = mult[inverse[x], target]
        constants[class_of[x], class_of[y], k] += 1
rng = np.random.default_rng(7)
mixed = np.einsum("i,ijk->jk", rng.normal(size=8), constants)
_, vectors = np.linalg.eig(mixed)
computed_rows = []
for v in vectors.T:
    v = v / v[0]
    dimension = np.sqrt(order / np.sum(np.abs(v) ** 2 / sizes))
    computed_rows.append(dimension * v / sizes)
matches = [[i for i, row in enumerate(computed_rows)
            if np.allclose(row, wanted, atol=1e-7)] for wanted in table]
assert all(len(found) == 1 for found in matches)
assert len({found[0] for found in matches}) == 8


def multiplicities(characters):
    raw = table @ (sizes * characters) / order
    assert np.allclose(raw, np.rint(raw), atol=1e-7)
    return np.rint(raw).astype(int)


def reduction_text(counts):
    return " + ".join((str(n) + " " if n > 1 else "") + name
                      for n, name in zip(counts, IRREPS) if n)


def representation(j):
    spin = spin_matrices(j)
    result = []
    for u in elements:
        axis, angle = axis_angle(u)
        result.append(expm(-1j * angle * np.einsum("k,kab->ab", axis, spin)))
    return np.array(result)


def class_characters(matrices):
    traces = np.trace(matrices, axis1=1, axis2=2)
    values = np.array([traces[c[0]] for c in classes])
    assert np.allclose(traces, values[class_of], atol=1e-8)
    assert np.allclose(values.imag, 0, atol=1e-8)
    return values.real


def character_formula(j, angle):
    if abs(np.sin(angle / 2)) < 1e-9:
        return (2 * j + 1) * np.cos(j * angle)
    return np.sin((2 * j + 1) * angle / 2) / np.sin(angle / 2)


def level_groups(energies, gap):
    cuts = np.where(np.diff(energies) > gap)[0] + 1
    return np.split(np.arange(len(energies)), cuts)


# ---- reduce j = 1/2 ... 9/2 and test on random symmetric Hamiltonians
class_angles = [axis_angle(elements[c[0]])[1] for c in classes]
EXPECTED = {1: "G6", 3: "G8", 5: "G7 + G8", 7: "G6 + G7 + G8",
            9: "G6 + 2 G8"}
spin_characters, spin_counts, spin_degeneracies = {}, {}, {}
for twice_j in EXPECTED:
    j = twice_j / 2
    D = representation(j)
    products = np.einsum("xab,ybc->xyac", D, D)
    assert np.allclose(products, D[mult], atol=1e-8)
    chi = np.array([character_formula(j, a) for a in class_angles])
    assert np.allclose(chi, class_characters(D), atol=1e-8)
    counts = multiplicities(chi)
    assert reduction_text(counts) == EXPECTED[twice_j]
    n = twice_j + 1
    A = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    averaged = np.mean(D @ (A + A.conj().T) @ D.conj().transpose(0, 2, 1),
                       axis=0)
    found = sorted(len(g) for g in
                   level_groups(np.linalg.eigvalsh(averaged), 1e-8))
    assert found == sorted(np.repeat(dims, counts).tolist())
    spin_characters[twice_j] = chi
    spin_counts[twice_j] = counts
    spin_degeneracies[twice_j] = found

# ---- the G7 pair inside j = 5/2 (basis m = 5/2, 3/2, ..., -5/2)
D52 = representation(2.5)
projector_G7 = dims[6] / order * np.einsum("g,gab->ab",
                                           table[6][class_of], D52)
pair = np.zeros((6, 2))
pair[0, 0], pair[4, 0] = 1 / np.sqrt(6), -np.sqrt(5 / 6)
pair[5, 1], pair[1, 1] = 1 / np.sqrt(6), -np.sqrt(5 / 6)
assert np.allclose(projector_G7, pair @ pair.T, atol=1e-8)

# ---- one d electron: ten states, orbital m = 2..-2 times spin
L, S = spin_matrices(2), spin_matrices(0.5)
e_orbitals = np.zeros((5, 2))
e_orbitals[2, 0] = 1
e_orbitals[[0, 4], 1] = 1 / r2
P_e = e_orbitals @ e_orbitals.T
P_t2 = np.eye(5) - P_e
assert all(np.allclose(P_e @ component @ P_e, 0) for component in L)
L_dot_S = sum(np.kron(L[k], S[k]) for k in range(3))
D_orbital, D_spin = representation(2), representation(0.5)
D_d = np.array([np.kron(a, b) for a, b in zip(D_orbital, D_spin)])
orbital_text = {}
product_text = {}
for name, P in (("t2", P_t2), ("e", P_e)):
    assert np.allclose(P @ D_orbital, D_orbital @ P, atol=1e-8)
    orbital_text[name] = reduction_text(
        multiplicities(class_characters(P @ D_orbital)))
    product_text[name] = reduction_text(
        multiplicities(class_characters(np.kron(P, np.eye(2)) @ D_d)))
assert orbital_text == {"t2": "G5", "e": "G3"}
assert product_text == {"t2": "G7 + G8", "e": "G8"}


def d_levels(delta, zeta):
    """Energies and symmetries, ascending, from full diagonalization."""
    H = delta * np.kron(P_e - 0.4 * np.eye(5), np.eye(2)) + zeta * L_dot_S
    assert np.allclose(H @ D_d, D_d @ H, atol=1e-8)
    energies, states = np.linalg.eigh(H)
    levels = []
    for group in level_groups(energies, 1e-9):
        P = states[:, group] @ states[:, group].conj().T
        symmetry = reduction_text(multiplicities(class_characters(P @ D_d)))
        levels.append((float(np.mean(energies[group])), symmetry))
    return levels


def d_formula(delta, zeta):
    root = np.sqrt((delta + zeta / 2) ** 2 + 6 * zeta ** 2)
    centre = delta / 5 - zeta / 2
    return sorted([((centre - root) / 2, "G8"), ((centre + root) / 2, "G8"),
                   (zeta - 0.4 * delta, "G7")])


zeta = 0.5
cases = {"weak": 0.1, "strong": 2.0}
results = {}
for name, delta in cases.items():
    results[name] = d_levels(delta, zeta)
    predicted = d_formula(delta, zeta)
    assert [s for _, s in results[name]] == [s for _, s in predicted]
    assert np.allclose([e for e, _ in results[name]],
                       [e for e, _ in predicted], atol=1e-9)

# limiting laws: remaining error is of relative order of the small parameter
small = 1e-5
weak = d_levels(small, zeta)
assert [s for _, s in weak] == ["G8", "G7", "G8"]
weak_slope = (weak[2][0] - weak[1][0]) / small
lower_slope = (weak[0][0] + 1.5 * zeta) / small
assert abs(weak_slope - 0.6) < 1e-4 and abs(lower_slope) < 1e-4
strong = d_levels(2.0, small)
assert [s for _, s in strong] == ["G8", "G7", "G8"]
strong_slope = (strong[1][0] - strong[0][0]) / small
assert abs(strong_slope - 1.5) < 1e-4

# ---- printed results
print("group order:", order, " number of classes:", len(classes))
print("classes equal to their own barred class:", ", ".join(self_barred))


def print_row(label, values, form="{:7.3f}"):
    print(f"{label:9s}" + " ".join(form.format(v + 0) for v in values))


def clean(values):
    return np.where(np.abs(values) < 1e-9, 0.0, values)


print_row("class", [0] * 0)if False else print(
    f"{'class':9s}" + " ".join(f"{name:>7s}" for name in CLASS_NAMES))
print_row("size", sizes, "{:7d}")
print_row("angle/deg", np.degrees(class_angles), "{:7.1f}")
print("character table (dimensionless):")
for name, row in zip(IRREPS, table):
    print_row(name, clean(row))
print("sum of squared dimensions:", int(np.sum(dims ** 2)))
print("characters of spin j (dimensionless):")
for twice_j, chi in spin_characters.items():
    print_row(f"j={twice_j}/2", clean(chi))
print("class terms size*chi_G*chi_j for j=5/2, and their sum/48:")
for i in (5, 6, 7):
    terms = clean(sizes * table[i] * spin_characters[5])
    print_row(IRREPS[i], terms)
    print(f"  multiplicity of {IRREPS[i]}: {terms.sum() / order + 0:.3f}")
print("reductions, and degeneracies of a random cubic Hamiltonian:")
for twice_j, counts in spin_counts.items():
    print(f"j={twice_j}/2: {reduction_text(counts)};",
          "degeneracies", spin_degeneracies[twice_j])
print(f"G7 in j=5/2: weight of m=5/2 {projector_G7[0, 0].real:.4f},",
      f"of m=-3/2 {projector_G7[4, 4].real:.4f}")
print("t2 with spin:", product_text["t2"], "; e with spin:",
      product_text["e"])
print(f"spin-orbit constant zeta = {zeta:.3f} eV")
for name, delta in cases.items():
    print(f"{name} field, Delta = {delta:.3f} eV:")
    for energy, symmetry in results[name]:
        print(f"  {symmetry} level: {energy:.5f} eV")
    if name == "weak":
        split = results[name][2][0] - results[name][1][0]
        print(f"  upper G8 minus G7: {split:.5f} eV;",
              f"law 3 Delta/5: {0.6 * delta:.5f} eV")
    else:
        split = results[name][1][0] - results[name][0][0]
        print(f"  G7 minus lower G8: {split:.5f} eV;",
              f"law 3 zeta/2: {1.5 * zeta:.5f} eV")
print(f"computed slope (G8-G7)/Delta at small Delta: {weak_slope:.4f}")
print(f"computed slope (G7-G8)/zeta at small zeta: {strong_slope:.4f}")
print("no test failed")
```

Printed output:

```
group order: 48  number of classes: 8
classes equal to their own barred class: C2, C2'
class          E    Ebar      C3   C3bar      C2      C4   C4bar     C2'
size           1       1       8       8       6       6       6      12
angle/deg    0.0   360.0   120.0   240.0   180.0    90.0   270.0   180.0
character table (dimensionless):
G1         1.000   1.000   1.000   1.000   1.000   1.000   1.000   1.000
G2         1.000   1.000   1.000   1.000   1.000  -1.000  -1.000  -1.000
G3         2.000   2.000  -1.000  -1.000   2.000   0.000   0.000   0.000
G4         3.000   3.000   0.000   0.000  -1.000   1.000   1.000  -1.000
G5         3.000   3.000   0.000   0.000  -1.000  -1.000  -1.000   1.000
G6         2.000  -2.000   1.000  -1.000   0.000   1.414  -1.414   0.000
G7         2.000  -2.000   1.000  -1.000   0.000  -1.414   1.414   0.000
G8         4.000  -4.000  -1.000   1.000   0.000   0.000   0.000   0.000
sum of squared dimensions: 48
characters of spin j (dimensionless):
j=1/2      2.000  -2.000   1.000  -1.000   0.000   1.414  -1.414   0.000
j=3/2      4.000  -4.000  -1.000   1.000   0.000   0.000   0.000   0.000
j=5/2      6.000  -6.000   0.000   0.000   0.000  -1.414   1.414   0.000
j=7/2      8.000  -8.000   1.000  -1.000   0.000   0.000   0.000   0.000
j=9/2     10.000 -10.000  -1.000   1.000   0.000   1.414  -1.414   0.000
class terms size*chi_G*chi_j for j=5/2, and their sum/48:
G6        12.000  12.000   0.000   0.000   0.000 -12.000 -12.000   0.000
  multiplicity of G6: 0.000
G7        12.000  12.000   0.000   0.000   0.000  12.000  12.000   0.000
  multiplicity of G7: 1.000
G8        24.000  24.000   0.000   0.000   0.000   0.000   0.000   0.000
  multiplicity of G8: 1.000
reductions, and degeneracies of a random cubic Hamiltonian:
j=1/2: G6; degeneracies [2]
j=3/2: G8; degeneracies [4]
j=5/2: G7 + G8; degeneracies [2, 4]
j=7/2: G6 + G7 + G8; degeneracies [2, 2, 4]
j=9/2: G6 + 2 G8; degeneracies [2, 4, 4]
G7 in j=5/2: weight of m=5/2 0.1667, of m=-3/2 0.8333
t2 with spin: G7 + G8 ; e with spin: G8
spin-orbit constant zeta = 0.500 eV
weak field, Delta = 0.100 eV:
  G8 level: -0.75189 eV
  G7 level: 0.46000 eV
  G8 level: 0.52189 eV
  upper G8 minus G7: 0.06189 eV; law 3 Delta/5: 0.06000 eV
strong field, Delta = 2.000 eV:
  G8 level: -1.20587 eV
  G7 level: -0.30000 eV
  G8 level: 1.35587 eV
  G7 minus lower G8: 0.90587 eV; law 3 zeta/2: 0.75000 eV
computed slope (G8-G7)/Delta at small Delta: 0.6000
computed slope (G7-G8)/zeta at small zeta: 1.5000
no test failed
```
